# Smallest trap density visible in a capacitance transient

**Problem.** A Schottky contact on n-type material has uniform shallow doping \(N_D=10^{15}\ \mathrm{cm^{-3}}\) and a uniform density \(N_T\ll N_D\) of electron traps. A voltage pulse fills the traps, the reverse bias is restored, and the capacitance \(C(t)\) is recorded at fixed bias while the traps emit their electrons. The smallest relative capacitance change that can be resolved is \(10^{-5}\).

(a) Estimate the smallest detectable \(N_T\), assuming that every trap in the depletion region is filled by the pulse and then emptied.

(b) Traps close to the depletion edge in fact stay filled. How far does neglecting them shift the estimate?

(c) How does the estimate change if \(10^{-5}\) refers to the difference between two readings at times \(t_1\) and \(t_2\), instead of the whole transient?

For numbers, take the model parameters \(\varepsilon_r=12\), area \(A=10^{-3}\ \mathrm{cm^2}\), \(T=300\ \mathrm K\), \(t_1=1\ \mathrm{ms}\) and \(t_2=10\ \mathrm{ms}\). The total band bending less \(kT/q\) is \(V_b=10\ \mathrm V\). The trap level lies below the Fermi level of the neutral bulk by \(q\varphi+kT\), with \(\varphi=0.3\ \mathrm V\).

## Solution

### Capacitance and fixed charge

Let \(x\) be the distance from the contact, \(q>0\) the elementary charge, and \(\psi(x)\) the upward band bending in volts, with \(\psi\to0\) in the neutral bulk. For a uniform net fixed charge density \(qN\), the mobile electron density is \(Ne^{-q\psi/kT}\), and Poisson's equation reads

\[
\psi''=\frac{qN}{\varepsilon}\left(1-e^{-q\psi/kT}\right),\qquad \varepsilon=\varepsilon_r\varepsilon_0 .
\]

Multiply by \(2\psi'\) and integrate from the bulk, where \(\psi\) and \(\psi'\) vanish:

\[
(\psi')^2=\frac{2qN}{\varepsilon}\left[\psi-\frac{kT}{q}\left(1-e^{-q\psi/kT}\right)\right].
\]

Where \(\psi\gg kT/q\), the exponential can be dropped. Since \(\psi\) falls with \(x\),

\[
\frac{d}{dx}\sqrt{\psi-\frac{kT}{q}}=-\sqrt{\frac{qN}{2\varepsilon}}
\quad\Rightarrow\quad
\psi-\frac{kT}{q}=\frac{qN}{2\varepsilon}(W-x)^2 .
\]

The length \(W\) is the point where this parabola reaches zero, and it serves as the depletion width. The mobile electrons thus enter through the subtraction of \(kT/q\), which is why \(V_b\) was defined with it. At the contact,

\[
V_b=\frac{qNW^2}{2\varepsilon}.
\]

The positive charge in the semiconductor is \(Q=\varepsilon A|\psi'(0)|=A\sqrt{2\varepsilon qNV_b}\). The measuring frequency is taken to be too high for the traps to follow, so \(N\) is held fixed in the derivative:

\[
C=\frac{dQ}{dV_b}=A\sqrt{\frac{\varepsilon qN}{2V_b}}=\frac{\varepsilon A}{W}.
\]

At fixed bias, therefore, \(C\propto\sqrt N\).

### (a) All traps take part

A trapped electron cancels one positive charge. If the traps are acceptor-like (neutral when empty, negative when filled), \(N\) rises from \(N_D-N_T\) to \(N_D\) during emission. If they are donor-like (positive when empty, neutral when filled), it rises from \(N_D\) to \(N_D+N_T\). In both cases the capacitance starts low and recovers.

Define the relative amplitude as \(\delta=[C(\infty)-C(0)]/C(\infty)\), with \(t=0\) just after the pulse, and let \(r=N_T/N_D\). Then

\[
\delta_{\rm acc}=1-\sqrt{1-r}=\frac r2+\frac{r^2}{8}+\dots,
\]
\[
\delta_{\rm don}=1-\frac1{\sqrt{1+r}}=\frac r2-\frac{3r^2}{8}+\dots
\]

To leading order the type of trap does not matter:

\[
\delta=\frac{N_T}{2N_D},\qquad N_{T,\min}=2\,\delta_{\min}N_D .
\]

The factor 2 comes from the square root: a given relative change in charge produces half that relative change in capacitance. With the given values,

\[
N_{T,\min}=2\times10^{-5}\times10^{15}\ \mathrm{cm^{-3}}=2\times10^{10}\ \mathrm{cm^{-3}},
\]

or \(2\times10^{16}\ \mathrm{m^{-3}}\). This is one trap for every 50 000 shallow donors.

The linear step can be checked by solving for \(r\) without expansion. Squaring \(\sqrt{1-r}=1-\delta\) gives \(r=2\delta-\delta^2\) for acceptor-like traps. For donor-like traps, \(1+r=(1-\delta)^{-2}\), so \(r=2\delta+3\delta^2+\dots\). Relative to \(2\delta\), the corrections are \(-\delta/2\) and \(+3\delta/2\), which are negligible at \(\delta=10^{-5}\). At \(\delta=0.05\) they are visible: the two densities are \(0.0975N_D\) and \(0.108N_D\), against \(0.100N_D\) from the linear law.

The density limit contains neither area nor bias, because a relative resolution was specified. The corresponding absolute signal does depend on them. With \(\varepsilon_0=8.854\times10^{-14}\ \mathrm{F/cm}\) and \(q=1.602\times10^{-19}\ \mathrm C\),

\[
W=\sqrt{\frac{2\varepsilon V_b}{qN_D}}
=\sqrt{\frac{2(12)(8.854\times10^{-14})(10)}{(1.602\times10^{-19})(10^{15})}}\ \mathrm{cm}
=3.64\ \mathrm{\mu m},
\]
\[
C=\frac{\varepsilon A}{W}=2.92\ \mathrm{pF},\qquad
\Delta C_{\min}=10^{-5}C=29\ \mathrm{aF}.
\]

The depleted volume \(AW\) then holds \(N_{T,\min}AW\approx7300\) traps.

If the instrument instead has a fixed absolute resolution \(\Delta C_{\min}\), then \(\delta_{\min}=\Delta C_{\min}/C\) and

\[
N_{T,\min}=\frac{2N_D\,\Delta C_{\min}}{C}\propto\sqrt{N_D}
\]

at fixed area and bias, since \(C\propto\sqrt{N_D}\). Lower doping still helps, but less than it does at fixed relative resolution.

### (b) The edge layer

Assume that the electrons in the tail at the depletion edge share the Fermi level \(E_F\) of the bulk. A trap level \(E_T\), measured in the neutral bulk, is raised by \(q\psi(x)\) inside the depletion region. It crosses \(E_F\) where \(q\psi=E_F-E_T=q\varphi+kT\). Nearer the bulk it lies below \(E_F\) and the trap stays filled. To leading order in \(N_T\), the parabola with \(N=N_D\) places the crossing at \(x=W-\lambda\), where

\[
\varphi=\frac{qN_D\lambda^2}{2\varepsilon},\qquad
\lambda=\sqrt{\frac{2\varepsilon\varphi}{qN_D}},\qquad
\frac{\lambda}{W}=\sqrt{\frac{\varphi}{V_b}} .
\]

This requires \(\varphi\gg kT/q\), which here is \(0.026\ \mathrm V\).

The charge is now non-uniform. In the depletion approximation, \(-\psi'(x)=(q/\varepsilon)\int_x^W N(x')\,dx'\). Integrating over \(x\) and exchanging the order of integration gives

\[
V_b=\frac q\varepsilon\int_0^W xN(x)\,dx .
\]

At fixed bias this first moment of the charge cannot change. The relation \(C=\varepsilon A/W\) also survives: a small bias change moves the edge by \(dW\), giving \(dQ=qAN(W)\,dW\) and \(dV_b=(q/\varepsilon)WN(W)\,dW\), so that \(N(W)\) cancels in the ratio.

Take acceptor-like traps. Just after the pulse, the charge density is \(q(N_D-N_T)\) out to a width \(W_0\). After emission, it is \(qN_D\) up to \(W_\infty-\lambda\) and \(q(N_D-N_T)\) from there to \(W_\infty\). Equating the two moments and multiplying by 2,

\[
(N_D-N_T)W_0^2=(N_D-N_T)W_\infty^2+N_T(W_\infty-\lambda)^2 .
\]

Divide by \((N_D-N_T)W_\infty^2\) and take the square root to first order in \(N_T/N_D\):

\[
\frac{W_0}{W_\infty}\simeq1+\frac{N_T}{2N_D}\left(1-\frac{\lambda}{W}\right)^2 .
\]

Since \(\delta=1-W_\infty/W_0\),

\[
\delta\simeq\frac{N_T}{2N_D}\left(1-\frac{\lambda}{W}\right)^2 .
\]

For donor-like traps, \(N_D-N_T\) is replaced by \(N_D\) in the moment equation, and the leading order is the same.

The loss exceeds the missing fraction of the width because a charge counts in proportion to its distance from the contact, and the inactive traps are the most distant ones. Here \(\lambda/W=\sqrt{0.3/10}=0.173\), so \(\lambda=0.63\ \mathrm{\mu m}\), and the edge factor is \((1-0.173)^2=0.684\). The limit becomes

\[
\frac{2\times10^{10}}{0.684}\ \mathrm{cm^{-3}}=2.9\times10^{10}\ \mathrm{cm^{-3}} .
\]

The sharp boundary at \(W-\lambda\) is an idealization, since the occupation changes over an energy of order \(kT\). To see what this costs, Poisson's equation can be integrated numerically by a Runge–Kutta method with mobile electrons of density \(n(x)\) and Fermi occupation of the traps. A small change \(u\) of the bending, with trap charge frozen, obeys \(u''=(q^2n/\varepsilon kT)\,u\), and \(C=\varepsilon A|u'/u|\) at the contact. Comparing the steady state with the fully filled state at \(N_T=10^{-3}N_D\) gives an edge factor of 0.685, within 0.2% of the sharp-edge value.

At fixed \(\varphi\), the ideal limit is approached as the reverse bias grows, but slowly: at \(V_b=100\ \mathrm V\) the edge factor is still only 0.89. A level closer to \(E_F\) also has a thinner edge layer, but only while \(\varphi\gg kT/q\). Nearer than that, the traps are only partly filled even in the neutral bulk, so the signal falls again and the formula no longer applies. When instead \(\varphi\to V_b\), the edge layer fills the whole depletion region and the signal vanishes in this model.

### (c) Two readings instead of the whole transient

Suppose all active traps emit with the same time constant \(\tau\) and recapture is negligible. This ignores field-enhanced emission. The field at the contact is \(5.5\times10^{4}\ \mathrm{V/cm}\), and for a donor-like trap the Poole–Frenkel lowering there is about \(2kT\). The rate then varies by a factor of 2 to 3 across the active region, which lowers the fraction \(g\) below by 1 to 3% and makes the best zero-field \(\tau\) longer than the value found here. In the linear regime, \(C(t)=C(\infty)[1-\delta e^{-t/\tau}]\), and the relative difference between the readings is

\[
S=\frac{C(t_2)-C(t_1)}{C(\infty)}=\delta\left(e^{-t_1/\tau}-e^{-t_2/\tau}\right).
\]

This vanishes for very fast and for very slow emission. Setting the derivative with respect to \(1/\tau\) to zero gives

\[
t_1e^{-t_1/\tau}=t_2e^{-t_2/\tau}
\quad\Rightarrow\quad
\tau=\frac{t_2-t_1}{\ln R},\qquad R=\frac{t_2}{t_1}.
\]

It is the single stationary point, hence the maximum. There \(t_1/\tau=\ln R/(R-1)\), and the stationarity condition gives \(e^{-t_2/\tau}=e^{-t_1/\tau}/R\). The largest fraction of \(\delta\) that can be read is therefore

\[
g=\frac{S_{\max}}{\delta}=R^{-1/(R-1)}\left(1-\frac1R\right).
\]

For \(R=10\), the maximum lies at \(\tau=9\ \mathrm{ms}/\ln10=3.9\ \mathrm{ms}\), and \(g=10^{-1/9}\times0.9=0.697\). If \(10^{-5}\) is the smallest resolvable \(S\), the ideal limit must be divided by \(g\). A trap with another \(\tau\) needs a higher density still.

### The cases together

| Case | Ideal limit divided by | \(N_{T,\min}\) (\(\mathrm{cm^{-3}}\)) |
|---|---:|---:|
| All traps active, whole transient | 1 | \(2.0\times10^{10}\) |
| Edge layer inactive, whole transient | 0.684 | \(2.9\times10^{10}\) |
| All traps active, two readings | 0.697 | \(2.9\times10^{10}\) |
| Edge layer inactive, two readings | \(0.684\times0.697\) | \(4.2\times10^{10}\) |

The near equality of the middle rows is a coincidence of the chosen parameters: one factor depends on \(\varphi/V_b\), the other on \(t_2/t_1\). Together they raise the limit by a factor of 2.1. For these parameters, and for traps with \(\tau\) near the best value of 3.9 ms, the ideal estimate therefore gives the right order of magnitude but is optimistic, provided the traps emit electrons much faster than holes. For much faster or slower traps, the limit set by two readings can be far higher.

A pulse that leaves traps unfilled within a distance \(x_p\) of the contact also reduces the signal. By the same first moment, the edge factor becomes \((1-\lambda/W)^2-(x_p/W)^2\) to leading order. This loss is small when \(x_p\ll W\), because charge near the contact has little weight. Incomplete capture during the pulse would raise the detectable density further. So would hole emission, which the model leaves out. Deep in the depletion region a fraction \(e_p/(e_n+e_p)\) of the traps stays filled, with \(e_n=c_nn_1\), \(e_p=c_pn_i^2/n_1\) and \(n_1=N_De^{-(q\varphi+kT)/kT}=3.4\times10^{9}\ \mathrm{cm^{-3}}\) here. In silicon (\(n_i\approx9.7\times10^{9}\ \mathrm{cm^{-3}}\)) this level lies just below midgap. Equal capture coefficients would then leave 89% of the traps filled and raise the limit about ninefold. The numbers above therefore require \(e_p\ll e_n\). Emission before the first reading is already included in \(g\), through the factor \(e^{-t_1/\tau}\).

All numerical values are calculated from the stated model.
